# Rau's Reciprocity and the Open-Circuit Voltage of a Solar Cell, part 2

A solar cell's quantum efficiency and its luminescence are linked, and the link fixes its voltage. This was first derived from carrier diffusion and ray optics; a second derivation follows.

The algebra uses atomic units, $\hbar=e=m_e=1$ and $c\approx137$. $T$ is the thermal energy ($kT$ in ordinary units), $V$ the terminal voltage and $E$ the photon energy. Currents count particles per area and time.

The absorber is a p-type layer, $0\le x\le W$, with the junction and illuminated front at $x=0$ and a mirror of reflectance $R_b$ at $x=W$. The front transmits fully inside the escape cone and reflects totally outside it. The electron density is $n_0$ at equilibrium, with excess $\delta n$ and $u=\delta n/n_0$. Flat quasi-Fermi levels across the junction give $u(0)=e^{V/T}-1$. The transport equation is

$$\mathcal Lu\equiv-(pu')'+\left(\frac{n_0}{\tau}+R_0\right)u-\int_0^WK(x,x')u(x')\,dx'=g .$$

Here $p=Dn_0$, $D$ is the diffusivity, $\tau$ the nonradiative lifetime, $R_0$ the equilibrium radiative rate per volume, $K$ the reabsorption kernel and $g$ the generation by external light. The rear surface recombines with velocity $S$.

The dark solution $v$ has $\mathcal Lv=0$ and $v(0)=1$. Donolato's theorem states that it equals the collection probability $f_c$ of an electron created at $x$:

$$f_c(x)=v(x)=\frac{\delta n(x)/n_0(x)}{\delta n(0)/n_0(0)}$$

The thermal photon flux from a hemisphere is

$$\phi_{\rm bb}(E)=\frac{E^2}{4\pi^2c^2}e^{-E/T}.$$

With $Q(E)$ the quantum efficiency for hemispherical light, the emission in excess of thermal radiation obeys Rau's relation:

$$\boxed{\phi_{\rm em}(E)=Q(E)\,\phi_{\rm bb}(E)\left(e^{V/T}-1\right)} .$$

Let $J_{\rm em,0}=\int Q\phi_{\rm bb}\,dE$, let $J_{\rm sc}$ be the short-circuit current, and let $Q_{\rm LED}$ be the photons emitted per electron injected in the dark, taken at injection current $J_{\rm sc}$. The open-circuit voltage is given by the corollary:

$$V_{\rm oc}=T\ln\left(1+Q_{\rm LED}\frac{J_{\rm sc}}{J_{\rm em,0}}\right)$$

For $Q_{\rm LED}J_{\rm sc}\gg J_{\rm em,0}$ it becomes

$$\boxed{V_{\rm oc}\simeq V_{\rm oc,rad}+T\ln Q_{\rm LED}} ,$$

where $V_{\rm oc,rad}$ is the value for $Q_{\rm LED}=1$ at fixed $J_{\rm sc}$ and $J_{\rm em,0}$.

### Paths and their reverses

Follow one excitation at a time. It is either a minority electron or a photon: absorption turns a photon into an electron, and radiative recombination turns an electron into a photon. Label its states by $i$. Let $N_i$ be the equilibrium occupation of state $i$, $k_{il}$ the rate from $i$ to $l$, and $k_i=\sum_lk_{il}$ the total rate of leaving $i$. The excitations are assumed to be dilute and independent, so that these rates do not depend on the occupations.

Excitations enter and leave through reservoirs. One is the junction, $j$. The photon states outside the front are others. Nonradiative centres, the rear surface and the absorbing mirror are further reservoirs, which return excitations thermally at the temperature of the cell.

Write $\bar i$ for the time reverse of state $i$: an electron with opposite momentum, or a photon on the reversed ray. Without a magnetic field, $N_{\bar i}=N_i$, and detailed balance reads

$$N_ik_{il}=N_lk_{\bar l\bar i} .$$

The leaving rates of a state and its reverse agree. To see this, sum the relation over $l$. The left side becomes $N_ik_i$, the flow out of $i$. The right side becomes the total flow into $\bar i$. At equilibrium this equals the flow out of $\bar i$, namely $N_ik_{\bar i}$. Hence $k_i=k_{\bar i}$.

Now take a path from reservoir state $a$ through $1,2,\ldots,m$ to reservoir state $b$. Its equilibrium flow is the starting rate times the successive branching probabilities:

$$F=N_ak_{a1}\,\frac{k_{12}}{k_1}\,\frac{k_{23}}{k_2}\cdots\frac{k_{mb}}{k_m} .$$

Detailed balance replaces $N_ak_{a1}$ by $N_1k_{\bar1\bar a}$. The factor $N_1$ then joins $k_{12}$, and $N_1k_{12}=N_2k_{\bar2\bar1}$. Repeating this to the end gives

$$F=N_bk_{\bar b\bar m}\,\frac{k_{\bar m\,\overline{m-1}}}{k_m}\cdots\frac{k_{\bar2\bar1}}{k_2}\,\frac{k_{\bar1\bar a}}{k_1} .$$

Because $k_i=k_{\bar i}$, this is the equilibrium flow along the reversed path. Summing over all paths between two reservoirs gives

$$F_{a\to b}=F_{\bar b\to\bar a} .$$

The paths may contain any number of scattering events, emissions and reabsorptions.

### Reciprocity from one pair of flows

Choose as $a$ all incoming photon states of energy between $E$ and $E+dE$ in the front hemisphere. At equilibrium they bring in $\phi_{\rm bb}\,dE$ photons, of which the fraction $Q$ ends at the junction:

$$F_{a\to j}=Q\,\phi_{\rm bb}\,dE .$$

The reversed states are all outgoing photons of the same energy. The equilibrium flow from the junction to them must therefore also be $Q\phi_{\rm bb}\,dE$.

A voltage $V$ multiplies the supply of electrons from the junction by $e^{V/T}$ and leaves the other reservoirs unchanged in the dark. Photons that started at those reservoirs stay at their equilibrium number. The excess emission comes from the junction alone:

$$\phi_{\rm em}\,dE=\left(e^{V/T}-1\right)Q\,\phi_{\rm bb}\,dE ,$$

which is Rau's relation. Choosing one incoming direction instead of the hemisphere connects its quantum efficiency to emission along the reversed direction.

Donolato's theorem follows from the same counting. Consider an electron state $i$ inside the absorber. The flow of junction electrons arriving at $i$ is a sum over paths from $j$ to $i$. Reversing every path turns this sum into $N_ik_i$ times the probability that an excitation starting at $\bar i$ ends at the junction. After averaging over momenta, this probability is $f_c$ at the position considered. In the steady state the arrivals equal $k_i$ times the occupation they maintain. So a share $f_c$ of the equilibrium electrons at that place came from the junction. The voltage multiplies this share by $e^{V/T}$:

$$1+u=(1-f_c)+f_ce^{V/T},\qquad u=f_c\left(e^{V/T}-1\right).$$

This gives the collection probability a direct meaning: it is the fraction of local equilibrium electrons supplied by the junction.

### The corollary as a branching ratio

Let $J_0$ be the total equilibrium flow from the junction to all other reservoirs. Path reversal makes the returning flow equal to $J_0$. In the dark at voltage $V$ the net injection is therefore $J_0(e^{V/T}-1)$. Of the outgoing flow $J_0$, the part $J_{\rm em,0}$ ends as light outside, so

$$Q_{\rm LED}=\frac{J_{\rm em,0}}{J_0}\le1 .$$

Sunlight adds $J_{\rm sc}$ arrivals at the junction. Zero net current requires $J_0(e^{V_{\rm oc}/T}-1)=J_{\rm sc}$. Replacing $J_0$ by $J_{\rm em,0}/Q_{\rm LED}$ reproduces the corollary. The logarithm thus measures how strongly competing exits reduce the excitation that a fixed supply of electrons can maintain.

### What each derivation assumes

Both derivations need nondegenerate, independent excess carriers, reciprocal optics, $E-V\gg T$ and a junction reservoir whose supply of electrons is set by the terminal voltage. Both describe recombination by rates linear in the excess density.

The transport derivation assumes in addition that electrons diffuse, that rays add without interference and that the cell is a slab. In return it yields $v(x)$, and with it numerical values of $Q$, $J_0$ and the separate losses. The path derivation does not require diffusion or a particular shape, but it supplies no value of $Q$. As written, it too adds probabilities rather than wave amplitudes.

If the lifetime changes with injection, the illuminated and dark cells no longer obey the same linear equation, and both proofs stop. If carrier transport through the junction is slow, $u(0)$ no longer equals $e^{V/T}-1$. When the transfer is linear and independent of voltage, it is one more step in the paths: Rau's relation and the corollary survive, with $f_c=u/(e^{V/T}-1)$ in place of $u/u(0)$. When the transfer depends on voltage, the short-circuited and the biased cell no longer share the same rates, and the relations can fail. Additional recombination inside the junction region is less harmful. When it leaves $u(0)$ and the absorber unchanged, Rau's relation survives. The corollary survives as well if currents superpose, but $Q_{\rm LED}$ then depends on current.

### A thin-film cell

The parameters are rough typical values for gallium arsenide at 300 K, where $kT=25.852$ meV. The base is 2000 nm thick, with doping $10^{17}$ cm$^{-3}$, $D=100$ cm$^2$/s, $\tau=100$ ns and $S=500$ cm/s. The refractive index is 3.5 and $R_b=0.90$. The intrinsic density is $2.0\times10^6$ cm$^{-3}$.

The model absorption coefficient is 6000 cm$^{-1}$ at the gap, 1.42 eV. Below the gap it falls as $\exp[(E-1.42\,{\rm eV})/7\,{\rm meV}]$; above, it is multiplied by $1+(E-1.42\,{\rm eV})/0.15\,{\rm eV}$. Sunlight is a 5772 K Planck spectrum scaled to 1000 W/m$^2$, counted up to 6 eV and incident along the normal.

The transport equation was solved by Chebyshev collocation on 61 depths, with Gaussian quadrature over energy and direction. $Q$ was obtained from illuminated short-circuit solutions, and the emission from the dark solution. Three of the energies give:

| $E$ (eV) | $Q$ | emission at $V_{\rm oc}$ (cm$^{-2}$ s$^{-1}$ eV$^{-1}$) |
|---|---|---|
| 1.4005 | 0.1334 | $1.009\times10^{17}$ |
| 1.4456 | 0.9231 | $1.303\times10^{17}$ |
| 1.4992 | 0.9614 | $1.834\times10^{16}$ |

Rau's relation predicts the ratio of the last two emissions from the efficiencies:

$$\frac{0.9614}{0.9231}\left(\frac{1.4992}{1.4456}\right)^2e^{-53.6/25.852}=0.141 .$$

The emission column gives $0.1834/1.303=0.141$.

The currents are $J_{\rm sc}=28.87$ mA/cm$^2$, $J_{\rm em,0}=1.757\times10^{-18}$ mA/cm$^2$ and $J_0=2.195\times10^{-17}$ mA/cm$^2$. Hence

$$Q_{\rm LED}=\frac{1.757\times10^{-18}}{2.195\times10^{-17}}=0.0800,$$

$$V_{\rm oc,rad}=(25.852\,{\rm mV})\ln\frac{28.87}{1.757\times10^{-18}}=1.1438\,{\rm V},$$

$$V_{\rm oc}=1.1438\,{\rm V}+(25.852\,{\rm mV})\ln0.0800=1.0786\,{\rm V}.$$

The last value, computed from unrounded inputs, is 0.03964 atomic units. Solving the illuminated transport equation with zero junction current, without using the corollary, also gives 1.0786 V.

Of the dark current, 58% recombines nonradiatively in the bulk, 15% at the rear surface and 19% is lost as light in the mirror. The remaining 8% leaves through the front. If every internally emitted photon is instead counted as lost to the carriers, with the other parameters fixed, $Q_{\rm LED}$ falls to 0.0143 and $V_{\rm oc}$ to 1.0341 V. Reabsorption is therefore worth 44 mV here.

Removing bulk and surface recombination and making the mirror perfect gives $Q_{\rm LED}=1$ and $V_{\rm oc}=1.1432$ V. This lies 0.6 mV below the original $V_{\rm oc,rad}$, because these changes also alter $Q(E)$. The radiative reference belongs to a given efficiency spectrum; it is not a forecast for an improved cell.

A deliberately poor cell makes the point more strongly. Its lifetime is 0.05 ns and $S=10^5$ cm/s. Toward the rear its doping rises by a factor $e^2$, and its diffusivity falls by 40%. It has $V_{\rm oc,rad}=1.155$ V, higher than the good cell, but $Q_{\rm LED}=1.33\times10^{-4}$ and $V_{\rm oc}=0.924$ V. A high radiative reference is thus no mark of quality by itself. In this cell, using the density ratio $\delta n(x)/\delta n(0)$ as collection probability changes $Q$ by up to 43% of its correct value over the energies computed.

### Luminescence under sunlight

$Q_{\rm LED}$ is defined in the dark. An illuminated cell at open circuit also emits light from carriers that would not have been collected at short circuit. Let $G$ be the rate at which sunlight creates electrons, per area, and $f=J_{\rm sc}/G$. By superposition, the dark part of the solution emits $Q_{\rm LED}J_{\rm sc}$. The short-circuit part can emit at most the uncollected number, $G-J_{\rm sc}$. The luminescence efficiency under light therefore lies between $fQ_{\rm LED}$ and $fQ_{\rm LED}+1-f$. The two efficiencies merge as $f\to1$. In the example both are 0.0800, but for a cell that collects poorly they can differ.

### The model beside real cells

Good gallium arsenide cells have open-circuit voltages of roughly 1.1 V and short-circuit currents of roughly 30 mA/cm$^2$, so the example lies in their regime. Its absorption edge and intrinsic density imply a radiative coefficient of $8.4\times10^{-10}$ cm$^3$/s, which is on the high side of usual values. Real devices break the assumption that all recombination has the voltage dependence $e^{V/T}$: recombination in the depletion region grows more slowly. The simple estimate below lowers the example's voltage by about 2 mV, the actual field profile by about 3 mV, and a shorter lifetime in that region would move it further.

For this estimate take midgap centres with equal lifetimes for both carriers and a constant field $F$. In this estimate $p$ is the hole density and $n_i$ the intrinsic density. The field points from the n-side to the p-side, along $+x$. With $z=Fx/T$ measured from the plane where $n=p$, $n=n_ie^{V/2T}e^{-z}$ and $p=n_ie^{V/2T}e^{z}$. The rate $np/[\tau(n+p)]$ becomes $n_ie^{V/2T}/(2\tau\cosh z)$. Since $\int dz/\cosh z=\pi$, the current is

$$J_{\rm dep}=\frac{\pi Tn_i}{2\tau F}e^{V/2T} .$$

An abrupt junction with emitter doping $10^{18}$ cm$^{-3}$ and relative permittivity 12.9 has a peak field of 0.081 MV/cm at $V_{\rm oc}$. Taking this value for $F$, and $\tau=100$ ns, gives a prefactor of $1.6\times10^{-9}$ mA/cm$^2$. The field at the plane where $n=p$ is only a little over half the peak value, so this underestimates the current, by a factor of about 1.7. Adding the estimated current lowers $Q_{\rm LED}$ at $J_{\rm sc}$ to 0.0751. At $J_{\rm sc}/100$, with the prefactor held at this value, it is 0.0426. Using the latter in the corollary would put the voltage 15 mV too low. The field is larger at the lower voltage: re-evaluating the peak field there gives 0.048 and 12 mV, and the actual field profile gives 0.035 and 18 mV. In every version the efficiency must be taken at the right current.

Other omissions can be sized in the same way:

- A 50 nm emitter that absorbs like the base but collects nothing would take 16% of the above-gap photons. Through $J_{\rm sc}$ alone this costs 4.6 mV. The model absorption is much too weak for blue light, however; in real gallium arsenide such a layer would take roughly a third of these photons and cost about 10 mV.
- Using the normal-incidence efficiency in $J_{\rm em,0}$ changes $V_{\rm oc,rad}$ by 0.2 mV.
- At $V_{\rm oc}$ the excess electron density is $5\times10^{-4}$ of the doping, consistent with low injection. Hole degeneracy in the base, for an effective mass of 0.5, amounts to about 0.1 meV. Electrons in the $10^{18}$ cm$^{-3}$ emitter are degenerate: for an effective mass of 0.067 this adds about 20 mV to the built-in voltage and raises the peak field estimated above by about 4%.
- The neglected photon statistics are of relative order $e^{-(E-V)/T}$, about $2\times10^{-6}$ at the gap.

Operating temperature matters more. At 330 K, with a rough gap reduction of 13.5 meV and $J_{\rm sc}$ and the shape of $Q$ held fixed, $V_{\rm oc,rad}$ falls from 1.144 to 1.102 V. The actual voltage also depends on how $Q_{\rm LED}$ changes with temperature, which this estimate leaves open.
